\section*{Why Structural Precursors Speed Up Crystal Nucleation in Phase-Change Memory}

\section*{Question}

A phase-change memory cell is reset by melting and quenching a small volume into a glass, and set by heating the glass until it crystallizes. Glasses that contain structural precursors, meaning small groups of atoms already arranged partly as in the crystal, can nucleate faster. Suppose that the precursors lower the free energy of the crystal-glass interface by 20 percent. Why should so modest a change matter, by how much does the nucleation barrier fall, and what does this do to the nucleation rate?

\section*{Why order in the glass can make the interface cheaper}

Across the boundary of a crystalline nucleus, the atomic arrangement must change from that of the crystal to that of the glass. If the glass is already partly ordered, there is less to change. A simple model makes this quantitative. Let $\phi$ measure local order, with $\phi=1$ in the crystal and $\phi=p$ in the glass, where $0\le p<1$. For a flat interface between phases of equal bulk free energy, take the energy per area
\begin{equation}
\sigma=\int_{-\infty}^{\infty}\left[\frac{\kappa}{2}\left(\frac{d\phi}{dx}\right)^2+f(\phi)\right]dx,
\qquad f=h(\phi-p)^2(1-\phi)^2 .
\end{equation}
The constant $\kappa$ penalizes rapid changes of order and $h$ penalizes intermediate order. Completing the square gives
\begin{equation}
\frac{\kappa}{2}\phi'^2+f=\frac12\left(\sqrt{\kappa}\,\phi'-\sqrt{2f}\right)^2+\sqrt{2\kappa f}\,\phi' .
\end{equation}
The squared term vanishes for the profile with $\sqrt{\kappa}\,\phi'=\sqrt{2f}$, which therefore has the lowest energy. The remaining term is an integral over $\phi$. With $u=\phi-p$,
\begin{equation}
\sigma=\sqrt{2\kappa h}\int_0^{1-p}u(1-p-u)\,du
=\frac{\sqrt{2\kappa h}}{6}(1-p)^3 .
\end{equation}
At fixed $\kappa$ and $h$, a 20 percent reduction needs $(1-p)^3=0.8$, or $p=0.072$. Direct numerical relaxation of the profile at this $p$ gives an energy ratio of 0.800 relative to $p=0$. With this form of $f$, about 7 percent residual order is enough. The value depends on the form, because the hump of $f$ between the two phases also falls, as $(1-p)^4$. If the hump height is held fixed instead, $\sigma\propto 1-p$ and $p=0.20$ is needed. The model shows how precursors can lower $\sigma$; it does not predict the reduction in a particular material, where $\kappa$ and $h$ may change too. Its cube also has nothing to do with the cube in the barrier, which comes next.

\section*{Why the barrier contains the cube of the interfacial energy}

Let $g>0$ be the free energy released per volume crystallized. A nucleus of fixed shape and linear size $L$ has area $aL^2$ and volume $bL^3$, so the work to form it is
\begin{equation}
W(L)=a\sigma L^2-bgL^3 .
\end{equation}
This is classical nucleation theory: $\sigma$ is independent of size, and strain is left out for now. The area term dominates at small $L$ and the volume term at large $L$, so $W$ has a maximum. Setting the derivative to zero,
\begin{equation}
2a\sigma L-3bgL^2=0\quad\Rightarrow\quad L^*=\frac{2a\sigma}{3bg}.
\end{equation}
At this size $bgL^*=2a\sigma/3$, so the volume term repays two thirds of the surface cost:
\begin{equation}
W^*=L^{*2}\left(a\sigma-\frac{2a\sigma}{3}\right)=\frac{a\sigma L^{*2}}{3}
=\frac{4a^3}{27b^2}\,\frac{\sigma^3}{g^2}.
\end{equation}
The middle form explains the cube. One power of $\sigma$ is the price of each unit of area. The other two enter because the critical size is itself proportional to $\sigma$: a cheaper surface is repaid by a smaller volume, so less surface has to be made.

For a sphere, $L=r$, $a=4\pi$ and $b=4\pi/3$, and hence
\begin{equation}
r^*=\frac{2\sigma}{g},\qquad W^*=\frac{16\pi\sigma^3}{3g^2}. \label{eq:barrier}
\end{equation}
If $\sigma$ becomes $s\sigma$ while $g$ and the shape stay fixed, the barrier is multiplied by $s^3$. For $s=0.8$,
\begin{equation}
\frac{W^*_{\rm after}}{W^*_{\rm before}}=0.8^3=0.512 ,
\end{equation}
a reduction of 48.8 percent, which is nearly one half. The linear estimate, three times 20 percent, would give 60 percent. It is too large because $(1-x)^3=1-3x+3x^2-x^3$, and at $x=0.2$ the last two terms restore 11.2 percent.

\subsection*{The whole surface must become cheaper}

Consider a box with edges $A,B,C$, where $\sigma_A$ belongs to the pair of faces perpendicular to edge $A$, and so on:
\begin{equation}
W=2(\sigma_ABC+\sigma_BAC+\sigma_CAB)-gABC .
\end{equation}
Setting $\partial W/\partial A=0$ and dividing by $BC$ gives $2\sigma_B/B+2\sigma_C/C=g$. The other two derivatives give the same condition for the other pairs. Three quantities whose pairwise sums all equal $g$ are each $g/2$, so $A=4\sigma_A/g$, and similarly for $B$ and $C$. Each surface term is then $gABC/2$, and
\begin{equation}
W^*=\left(\frac32-1\right)gABC=\frac{32\,\sigma_A\sigma_B\sigma_C}{g^2}.
\end{equation}
Lowering all three energies by 20 percent gives the factor 0.512 again. Lowering one of them gives 0.8. Precursors that cheapen only part of the nucleus surface therefore bring a much smaller gain; the factor 0.8 itself belongs to the box and differs for other shapes. What counts is the share of the surface, not the number of face types. In a cubic crystal such as rock-salt Ge$_2$Sb$_2$Te$_5$ the six faces of a cube are equivalent, so precursors matching that one type lower all three energies and give 0.512 for a cube-shaped nucleus.

\section*{From the barrier to the rate}

Clusters grow and shrink one atom at a time. Let $\beta_n$ be the rate at which a cluster of $n$ atoms gains an atom, $\alpha_n$ the rate at which it loses one, and $c_n$ the number of such clusters per atom of glass. Without net flux the numbers would be $N_n=e^{-W_n/kT}$, and detailed balance requires $\beta_nN_n=\alpha_{n+1}N_{n+1}$. The steady flux is therefore
\begin{equation}
J=\beta_nc_n-\alpha_{n+1}c_{n+1}
=\beta_nN_n\left(\frac{c_n}{N_n}-\frac{c_{n+1}}{N_{n+1}}\right).
\end{equation}
Divide by $\beta_nN_n$ and sum over $n$. The brackets cancel in pairs, leaving 1 from the single atoms, held at $c_1=N_1$, and 0 from the large clusters, which are removed:
\begin{equation}
\frac1J=\sum_n\frac{e^{W_n/kT}}{\beta_n}.
\end{equation}
The terms near the critical number $n^*$ dominate when $W^*\gg kT$. To find their width, write $W_n=Pn^{2/3}-Qn$, with $P\propto\sigma$ and $Q=gv$, where $v$ is the atomic volume. The maximum requires $Q=\tfrac23Pn^{*-1/3}$, so $W^*=\tfrac13Pn^{*2/3}$. The second derivative there is
\begin{equation}
W''=-\frac29Pn^{*-4/3}=-\frac{2W^*}{3n^{*2}} .
\end{equation}
Replacing the sum by a Gaussian integral of width set by $|W''|$ gives
\begin{equation}
J\simeq\beta^*Z\,e^{-W^*/kT},\qquad
Z=\sqrt{\frac{|W''|}{2\pi kT}}=\frac1{n^*}\sqrt{\frac{W^*}{3\pi kT}} .
\end{equation}
$Z$ is the Zeldovich factor, and $\beta^*$ is the attachment rate at $n^*$.

Now follow the powers of $\sigma$. Attachment occurs over the surface, so $\beta^*\propto n^{*2/3}\propto\sigma^2$. Since $n^*$ and $W^*$ both scale as $\sigma^3$, $Z\propto\sigma^{3/2}/\sigma^3=\sigma^{-3/2}$. The prefactor thus scales as $\sigma^{1/2}$, and
\begin{equation}
\frac{J_{\rm after}}{J_{\rm before}}\simeq\sqrt{s}\,
\exp\left[(1-s^3)\frac{W^*_{\rm before}}{kT}\right]. \label{eq:speed}
\end{equation}
This assumes the same temperature, the same $g$ and the same attachment rate per surface site. The barrier ratio is a pure number, but the acceleration depends on how many $kT$ the original barrier contained.

\section*{The number}

Take $\sigma=0.40$ eV/nm$^2$ (0.064 J/m$^2$), $g=1.0$ eV/nm$^3$, $v=0.030$ nm$^3$ and $T=600$ K, where $kT=0.0517$ eV. Equation~\eqref{eq:barrier} gives
\begin{align}
W^*_{\rm before}&=\frac{16\pi}{3}\,\frac{0.40^3}{1.0^2}\ {\rm eV}=1.072\ {\rm eV},\\
W^*_{\rm after}&=\frac{16\pi}{3}\,\frac{0.32^3}{1.0^2}\ {\rm eV}=0.549\ {\rm eV}.
\end{align}
The critical radius shrinks from 0.80 to 0.64 nm, and the critical nucleus from about 71 to 37 atoms. The barrier falls by 0.523 eV, or $10.12\,kT$. Equation~\eqref{eq:speed} then gives
\begin{equation}
\frac{J_{\rm after}}{J_{\rm before}}\simeq0.894\times2.49\times10^4
=2.2\times10^4 .
\end{equation}
A direct solution of the steady cluster equations, without the Gaussian approximation, gives $2.2\times10^4$ as well. The smaller prefactor costs about 11 percent; the exponential does the rest. Smaller reductions of $\sigma$ also count: 5 percent gives a speedup of about 19, and 10 percent about 260. Conversely, if the same ordering slowed atomic attachment by a factor of $2.2\times10^4$, the gain in steady rate would be lost.

\section*{When the answer changes}

\subsection*{Order can also reduce the driving force}

A more ordered glass may have a lower free energy, and then less is released on crystallization. If $g$ becomes $qg$, the barrier ratio is $s^3/q^2$. It returns to 1 at $q=s^{3/2}$, which for $s=0.8$ is a 28.4 percent loss of driving force. A 10 percent loss leaves a ratio of 0.632, and the exponential factor drops from $2.5\times10^4$ to $2.1\times10^3$. The near-halving thus belongs to a reduction of $\sigma$ at fixed $g$, not to a reduction of energy in general.

\subsection*{Frozen-in clusters are a different mechanism}

Precursors may also be small crystals left by the quench. For a sphere of radius $xr^*$, the surface term is $3W^*x^2$, because $W^*=4\pi r^{*2}\sigma/3$. The volume term is $-2W^*x^3$, because $gr^*=2\sigma$. The climb still to be made is
\begin{equation}
W^*-W(xr^*)=W^*(1-3x^2+2x^3),
\end{equation}
which is half of $W^*$ at $x=1/2$. Such a cluster has one eighth of the critical number of atoms, here about 9. It halves the remaining climb with $\sigma$ unchanged. However, the steady rate already includes the equilibrium population of such clusters. An added gain requires an excess over that population, and it fades as the excess grows away or dissolves.

\subsection*{The interface of a tiny nucleus is curved}

With radii below 1 nm, a constant $\sigma$ is doubtful. A first correction is $\sigma(r)=\sigma(1-2\delta/r)$, with a length $\delta$ of either sign. To first order in $\delta$, the barrier changes by the added term at the old critical radius, $-8\pi r^*\sigma\delta=-16\pi\sigma^2\delta/g$. Relative to $W^*$ this is $-3g\delta/\sigma$, which is larger in magnitude for the smaller $\sigma$. Positive $\delta$ therefore lowers the barrier ratio and negative $\delta$ raises it.

Maximizing the corrected work numerically gives ratios of 0.477 and 0.536 for $\delta=+0.03$ and $-0.03$ nm, about a tenth of an atomic spacing. The exponential factors are $4.7\times10^3$ and $1.4\times10^5$. ``Nearly half'' survives, but even this small $\delta$ shifts the speedup by roughly a factor of five either way, and a larger one shifts it more. For $\delta=+0.10$ nm the ratio is 0.248, and the lowered barrier of 0.080 eV is less than $2kT$. A rate formula built on a high barrier then no longer applies. For $\delta=-0.10$ nm the ratio is 0.572.

\subsection*{Strain leaves the ratio alone but changes the rate}

Suppose that the crystal's natural linear size differs by a fraction $e$ from the hole it occupies. Let the surrounding glass take up a fraction $\theta$ of this misfit. The displacement outside a sphere of radius $R$ is $\theta eR^3/r^2$, with strains $-2\theta eR^3/r^3$ and twice $\theta eR^3/r^3$. They sum to zero, so the energy density is the shear modulus $\mu$ times the sum of their squares, $6\mu\theta^2e^2R^6/r^6$. Integrated over the outside and divided by the sphere's volume, this is $6\mu\theta^2e^2$. The sphere itself stores $\tfrac92K(1-\theta)^2e^2$, where $K$ is the bulk modulus. Minimizing the sum gives $\theta=3K/(3K+4\mu)$ and
\begin{equation}
g_{\rm el}=\frac{18K\mu}{3K+4\mu}e^2=2\mu\,\frac{1+\nu}{1-\nu}\,e^2 .
\end{equation}
The last form uses $K=2\mu(1+\nu)/[3(1-2\nu)]$, with Poisson ratio $\nu$ and equal moduli in both phases. For the rough values $\mu=10$ GPa, $\nu=0.30$ and $e=0.02$, $g_{\rm el}=0.093$ eV/nm$^3$. This holds for a rigid glass. Above the glass transition, flow can relax most of the strain, so the value is an upper estimate for the chosen inputs.

If the precursors leave the misfit and the elastic moduli unchanged, strain replaces $g$ by the same $g-g_{\rm el}$ before and after, so the ratio stays 0.512. The barriers rise to 1.30 and 0.67 eV, and the exponential factor rises to $2.2\times10^5$.

\subsection*{The reference state and short pulses}

Assigning a surface energy to a one-atom cluster is a convention of the model. If populations are instead taken as $e^{-(W_n-W_1)/kT}$, the speedup falls to $1.1\times10^4$, about half. The steady rate also takes time to develop. The slowest relaxation time of the cluster populations is 21.7 attachment times of a one-atom cluster before the change and 17.5 after it. A heating pulse must last several such times to reach the steady rate. Starting with no clusters and counting nuclei as they pass 150 atoms, the flux reaches 90 percent of its steady value after about 105 and 95 attachment times. The ratio of nuclei formed is less sensitive, because both cases are delayed: it is $1.3\times10^4$ after 22 attachment times and $2.5\times10^4$ after 65, against the steady $2.2\times10^4$ of equation~\eqref{eq:speed}.

\section*{What this means for a real cell}

The parameters are round values in the rough regime of Ge$_2$Sb$_2$Te$_5$ films, not measurements of a particular film, and the 20 percent reduction is an assumption. For this material 600 K lies well below melting, at roughly 900 K, but above the glass transition. What is called the glass here is then a supercooled liquid, and order inherited from the quench can help only while it survives the heating. A real cell also has electrodes and dielectric walls, where nuclei can form more easily than in the interior. Take a wall that has the same interfacial energy with crystal and glass. The nucleus on it is a hemisphere at any $\sigma$, with half the area and half the volume of the sphere, and so half the barrier. The ratio is still 0.512, but the drop is half of $10.12\,kT$, and the exponential factor becomes $\sqrt{2.49\times10^4}\approx160$. On other walls the contact angle shifts with $\sigma$, and the ratio itself can change.

The answer to the question therefore has two levels of certainty. With driving force and shape fixed and $\sigma$ independent of size, a 20 percent cheaper interface removes 48.8 percent of the barrier, whatever the material. The resulting speedup, about $10^4$ for the interior nucleation considered here, belongs to the chosen inputs, and some of the effects sized above can shift it by a factor of ten or more. The numerical output below lists the computed values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (round model values)
interfacial energy before: 0.40 eV/nm^2
  the same in SI: 0.0641 J/m^2
interfacial energy after: 0.32 eV/nm^2
driving force: 1.00 eV/nm^3
atomic volume: 0.030 nm^3; temperature: 600 K
thermal energy kT: 0.05170 eV
BARRIER
critical radius before, after: 0.800, 0.640 nm
critical size before, after: 71.5, 36.6 atoms
barrier before, after: 1.0723, 0.5490 eV
barrier/kT before, after: 20.74, 10.62
barrier ratio: 0.5120; reduction: 48.8 percent
barrier drop: 0.5233 eV = 10.12 kT
box, all faces lowered: barrier ratio 0.5120
box, one pair of faces lowered: barrier ratio 0.8000
ORDER-PARAMETER MODEL
residual order for a 20 percent cut: 0.0717
relaxed-profile energy ratio: 0.8000
RATE
Zeldovich factor before, after: 0.0208, 0.0290
prefactor ratio: 0.8944
exponential factor: 2.486e+04
speedup, formula: 2.224e+04
speedup, cluster rate equations: 2.207e+04
cut 5 percent: barrier ratio 0.8574, speedup 18.7
cut 10 percent: barrier ratio 0.7290, speedup 261
cut 20 percent: barrier ratio 0.5120, speedup 2.21e+04
COMPETING AND NEGLECTED EFFECTS
driving-force loss that cancels: 28.4 percent
10 percent driving-force loss: barrier ratio 0.6321, exp. factor 2.06e+03
frozen-in cluster, half climb left: radius 0.500 r*, 8.9 atoms
curvature length -0.10 nm: barriers 1.923, 1.101 eV, ratio 0.572, exp. factor 8.14e+06
curvature length -0.03 nm: barriers 1.318, 0.707 eV, ratio 0.536, exp. factor 1.36e+05
curvature length +0.03 nm: barriers 0.836, 0.398 eV, ratio 0.477, exp. factor 4.72e+03
curvature length +0.10 nm: barriers 0.324, 0.080 eV, ratio 0.248, exp. factor 1.11e+02
strain inputs: shear modulus 10 GPa, Poisson ratio 0.30, linear misfit 0.02
strain energy, upper bound: 0.0927 eV/nm^3
barriers with strain: 1.3027, 0.6670 eV; exp. factor 2.19e+05
speedup with one-atom reference state: 1.072e+04
slowest relaxation before, after: 21.7, 17.5 one-atom attachment times
\end{verbatim}
